# Huzinaga-Cantu equation, level shifts and the inner nodes of valence orbitals, part 2

We treat the valence electrons of an atom with a frozen core and ask how the valence orbital behaves near the nucleus. Hartree atomic units are used. Radial functions $u(r)$ are real and normalized, with $u(0)=0$ and $\langle a|b\rangle=\int_0^\infty a\,b\,dr$. The orthonormal core orbitals $|c\rangle$ of the same $l$ define $P=\sum_c|c\rangle\langle c|$ and $Q=1-P$.

The valence operator is $F=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{\rm core}+v_H[\rho_v]+v_x[\rho_v]$, with valence density $\rho_v$ and Hartree and local exchange potentials $v_H$, $v_x$. The constrained orbital $u$, with occupation $f$, obeys the Huzinaga-Cantu equation

$$\boxed{(F-PF-FP)|u\rangle=\varepsilon|u\rangle} \tag{2}$$

$$F-PF-FP=QFQ-PFP. \tag{3}$$

Mixing $t\,c$ into $u$ changes the valence energy at the rate $dE_v/dt=2f\lambda_c$, where $\lambda_c=\langle c|F|u\rangle$.

Using $F+\sum_cB_c|c\rangle\langle c|$ instead gives $|\psi\rangle=|u\rangle+\sum_ca_c|c\rangle+|\chi\rangle$ with energy $E$, where $P|\chi\rangle=0$ and $\langle u|\chi\rangle=0$. With $\eta$ the order of the coupling between core space and complement, $a_c$ is of order $\eta$ and $\chi$ of order $\eta^2$. To leading order at fixed $F$,

$$a=-M^{-1}\lambda,\quad M=PFP+B-\varepsilon,\qquad E-\varepsilon=-\lambda^{T}M^{-1}\lambda. \tag{6}$$

In the Phillips-Kleinman case, core eigenfunctions of $F$ are shifted to the valence energy, and every $u+\sum_ca_c|c\rangle$ is a solution.

Part (e): a p orbital orthogonal to the reference 2p and 3p has at least two sign changes.

The reference is the nonrelativistic all-electron Ga atom, $3d^{10}4s^24p^1$, in exchange-only local-density theory, with nuclear charge $Z=31$, total potential $V(r)$, and $\varepsilon_{2p}=-40.031$, $\varepsilon_{3p}=-3.532$, $\varepsilon_v=\varepsilon_{4p}=-0.071$ hartree.

**Question (f).** The spin-orbit operator is $\xi(r)\,\mathbf l\cdot\mathbf s$ with $\xi=\frac{\alpha^2}{2r}\frac{dV}{dr}$, where $\alpha$ is the fine-structure constant. Show how $r^{-3}$ arises, find the first-order splitting of a p level, and relate $\langle r^{-3}\rangle$ to the mean force. Where in the Ga 4p orbital does $\langle r^{-3}\rangle$ come from?

**Solution.** Write $V=-q(r)/r$, where $q(0)=Z$. Then

$$\frac{dV}{dr}=\frac{q}{r^2}-\frac{q'}{r}=\frac{S(r)}{r^2},\qquad S=q-rq',\qquad \xi=\frac{\alpha^2}{2}\frac{S(r)}{r^3}. \tag{7}$$

Near the nucleus $S\to Z$, and the operator is $\alpha^2Z/(2r^3)$. Farther out the screening reduces $S$. Both factors favour small radii.

From $\mathbf j=\mathbf l+\mathbf s$ one has $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-l(l+1)-\frac34]$. For $l=1$ this is $\frac12(\frac{15}{4}-2-\frac34)=\frac12$ at $j=\frac32$, and $\frac12(\frac34-2-\frac34)=-1$ at $j=\frac12$. With $\zeta=\langle u|\xi|u\rangle$ the first-order splitting is

$$\Delta=\tfrac12\zeta-(-\zeta)=\tfrac32\zeta .$$

The operator must not be put into a variational calculation as it stands. For $j=\frac12$ it is attractive. In a trial function of extent $b$ it contributes an energy proportional to $-b^{-3}$, while the kinetic energy grows only as $b^{-2}$. The total has no lower bound as $b\to0$. In first order, $u\propto r^2$ at small $r$ makes the integrand $u^2/r^3$ proportional to $r$, and the integral is finite.

For the mean force, take an eigenfunction in the local potential, $u''=2(W-\varepsilon)u$ with $W=V+l(l+1)/(2r^2)$. Multiply by $u'$:

$$\tfrac12\frac{d}{dr}(u')^2=(W-\varepsilon)\frac{d}{dr}u^2 .$$

Integrate from $0$ to $\infty$, using partial integration on the right. For $l\ge1$, $u\propto r^{l+1}$ near the origin, so $u'$ and $Wu^2$ vanish there, and all boundary terms are zero at infinity. What remains is $\int W'u^2dr=0$. With $W'=V'-l(l+1)/r^3$,

$$\Big\langle\frac{dV}{dr}\Big\rangle=l(l+1)\langle r^{-3}\rangle . \tag{8}$$

The inward pull balances the centrifugal force on average. For Ga 4p the mean force is 6.890 hartree/bohr, so $\langle r^{-3}\rangle=6.890/2=3.445$ bohr$^{-3}$. This agrees with the directly integrated value, 3.4449 bohr$^{-3}$.

The reference 4p orbital has nodes at 0.236 and 0.877 bohr. The region inside the outer node supplies 98.2 % of $\langle r^{-3}\rangle$. The large outer lobe, which forms bonds, contributes the remaining 1.8 %.

Nodes are therefore a sign of the required inner structure, but their number does not set its amplitude. Near the nucleus, insert $u=A\,r^2(1+c_1r+\dots)$ into the p equation with $V\simeq-Z/r$. The terms linear in $r$ give $6c_1=2c_1-2Z$, so $c_1=-Z/2$. The orbital energy does not enter at this order. The potential near the nucleus thus fixes the initial shape, while the amplitude $A$ is fixed by integrating outward through the core and normalizing. A realistic potential is needed over that whole path.

### (g) A model core potential for Ga

**Question.** Represent the 28 core electrons and the nucleus by

$$V_{\rm core}(r)=-\frac{N_v}{r}\Big[1+\sum_kA_ke^{-\beta_kr^2}\Big],\qquad N_v=3 .$$

Which condition on the $A_k$ gives the right nuclear attraction? Solve for the valence orbitals with (2), and compare the 4p orbital with the reference.

**Solution.** At large $r$ the Gaussians vanish and $V_{\rm core}\to-N_v/r$, the attraction of the ion. At small $r$ they tend to one and $rV_{\rm core}\to-N_v(1+\sum_kA_k)$. This must equal $-Z$, so

$$\sum_kA_k=\frac{Z-N_v}{N_v}=\frac{28}{3}=9.333 .$$

The potential to be fitted is the reference potential minus the part due to the valence density:

$$V-v_H[\rho_v]-v_x[\rho_v].$$

The Hartree potential is linear in the density and separates cleanly. Exchange is not linear, and the difference $v_x[\rho]-v_x[\rho_v]$ between total and valence density is absorbed into the model at the reference density. It stays fixed when $\rho_v$ changes, which limits the transfer of the potential to other environments.

Nine Gaussians are used, with exponents from 0.3 to 1968.3 bohr$^{-2}$ in steps of a factor three. They are fitted to $rV_{\rm core}$ by unweighted least squares at the points of the radial mesh, under the condition on $\sum_kA_k$. Their coefficients $A_k$ are listed in the numerical output, where the exponents are labelled alpha. The largest deviation of $rV_{\rm core}$ from its target is 0.49 hartree bohr, or 1.6 % of the nuclear value 31. That figure does not by itself tell how good the orbitals are, so these have to be compared.

The frozen orbitals are 1s, 2s, 3s for the s channel and 2p, 3p for the p channel, taken from the reference atom. The 3d shell enters through the potential; it is orthogonal to s and p orbitals by symmetry. The 4s and 4p orbitals are iterated to self-consistency with three electrons.

The 4p energy is $-0.0689$ hartree, against $-0.0706$ in the reference. The difference of 0.0018 hartree is 2.5 % of the reference value. The nodes lie at 0.236 and 0.876 bohr, within 0.001 bohr of the reference positions. The quantities that matter for spin-orbit coupling are

$$\langle r^{-3}\rangle=3.410\ \text{bohr}^{-3},\qquad \frac{3.410}{3.445}=0.990,$$

$$\zeta=2.614\times10^{-3}\ \text{hartree},\qquad\Delta=\tfrac32\zeta=3.921\times10^{-3}\ \text{hartree}=861\ \text{cm}^{-1}.$$

The reference splitting is 870 cm$^{-1}$. The operator $\xi$ of the reference atom is used in both cases, so the 1 % difference comes from the orbital. Both $\langle r^{-3}\rangle$ and $\zeta$ fall by the same 1.0 %, which is what a slightly smaller amplitude of an otherwise unchanged inner part would give. The size of these deviations belongs to the particular fit. Other weightings of the least-squares sum, with the same exponents, give 4p energies from $-0.0689$ to $-0.0694$ hartree and splittings from 0.2 % to 1.2 % below the reference.

These numbers compare one treatment of the core with another at the same level of theory. Correlation, spin polarization, multiplet structure and scalar relativistic changes of the orbitals are left out, so 870 cm$^{-1}$ is not a prediction of the measured splitting.

### (h) The cost of a finite level shift

**Question.** In the model potential the frozen 2p and 3p orbitals are no longer eigenfunctions of $F$. Use the result for the core leak to estimate the errors of a shift $B_c=-2\varepsilon_c$, with $\varepsilon_c$ from the reference atom. Which suffers more, the energy or the spin-orbit constant?

**Solution.** The multipliers have magnitudes $|\lambda_{2p}|=4.003\times10^{-4}$ and $|\lambda_{3p}|=5.369\times10^{-4}$ hartree. These values belong to the fit of part (g); other weightings of that fit give $|\lambda_{2p}|$ from $4\times10^{-5}$ to $2\times10^{-3}$ and $|\lambda_{3p}|$ from $1\times10^{-5}$ to $5\times10^{-4}$ hartree. A numerical test confirms their meaning from part (a): the slope of the valence energy towards each core orbital is $2\lambda_c$, since $f=1$.

The Huzinaga-Cantu operator places the reflected core levels at 3.529 and 40.025 hartree, so the eigenvalues of $PFP$ are $-3.529$ and $-40.025$ hartree. Neglect the small element of $F$ between 2p and 3p. With $B_{3p}=7.064$ and $B_{2p}=80.062$ hartree, the diagonal elements of $M$ are

$$M_{3p}=7.064-3.529+0.069=3.604,\qquad M_{2p}=80.062-40.025+0.069=40.106\ \text{hartree}.$$

The leaks follow by division:

$$|a_{3p}|=\frac{5.369\times10^{-4}}{3.604}=1.49\times10^{-4},\qquad |a_{2p}|=\frac{4.003\times10^{-4}}{40.106}=1.00\times10^{-5}.$$

The energy error is

$$E-\varepsilon=-\frac{\lambda_{3p}^2}{M_{3p}}-\frac{\lambda_{2p}^2}{M_{2p}}=-(8.00+0.40)\times10^{-8}=-8.4\times10^{-8}\ \text{hartree}.$$

Diagonalizing the shifted operator, with $F$ held at its converged form from part (g), gives $1.49\times10^{-4}$ and $9.97\times10^{-6}$ for the leaks and $-8.40\times10^{-8}$ hartree for the energy error, in agreement.

The spin-orbit constant responds differently. Inserting $\psi=u+\sum_ca_c|c\rangle+\chi$ and dividing by the norm, which differs from one only in second order, gives

$$\zeta_\psi=\zeta+2\sum_ca_c\langle c|\xi|u\rangle+O(\eta^2), \tag{9}$$

where $\eta$ again measures the coupling between core space and complement. At fixed $F$ the energy error is of second order in this coupling, but the error of $\zeta$ is of first order. Moreover, $\xi$ is large where the core orbitals are large.

In numbers, $\zeta$ falls from $860.7/1.5=573.8$ cm$^{-1}$ to 572.6 cm$^{-1}$, a change of 0.2 %. At fixed $F$ the relative energy error is $8.4\times10^{-8}/0.0689$, about one part in a million. If 4s and 4p are instead iterated to self-consistency with the shift $-2\varepsilon_c$ on all s and p core orbitals, the first-order change of $\rho_v$ raises the 4p energy by $5.5\times10^{-6}$ hartree, or 8 parts in $10^5$, while $\zeta$ stays at 572.6 cm$^{-1}$. The relative error of $\zeta$ is still about 25 times that of the energy. Good convergence of the orbital energy with respect to $B_c$ therefore does not establish equal accuracy of a property that acts near the nucleus.

Raising the shift to $B_c=-20\varepsilon_c$ reduces the 3p leak to $8.0\times10^{-6}$ and gives $\zeta=573.7$ cm$^{-1}$. In this example the remaining error of the finite shift is already small compared with the 1 % error of the model potential.

### (i) A nodeless orbital with the same energy

**Question.** Construct a nodeless, norm-conserving 4p pseudo-orbital that equals the reference outside a radius $r_c$. Show that it can have the same orbital energy, and compare its spin-orbit constant. Does orthogonalizing it to the core repair the result?

**Solution.** Use the Kerker form inside $r_c$:

$$u_{\rm ps}=r^2e^{p(r)},\qquad p=p_0+p_2r^2+p_3r^3+p_4r^4 .$$

The exponential is positive, so there is no node inside $r_c$. Choose $r_c$ in the outer lobe, and the sign of the orbital so that this lobe is positive. Matching $u$, $u'$ and $u''$ at $r_c$ fixes three coefficients for given $p_0$; conservation of the norm fixes the fourth. That this is possible follows from the way $p$ depends on $p_0$. A change of $p_0$ by $\delta$ that respects the matching changes $p$ by $\delta\,g(t)$ with $t=r/r_c$, where $g$ has $g(0)=1$, no linear term, and vanishing value, slope and curvature at $t=1$. Hence

$$g=(1-t)^3(1+3t)=1-6t^2+8t^3-3t^4 .$$

This is positive for $0\le t<1$. The norm inside $r_c$ therefore grows steadily with $p_0$, from zero to infinity, and takes the required value once.

The potential that has $u_{\rm ps}$ as an eigenfunction with the reference energy $\varepsilon_v$ follows by inverting the radial equation. From $u'_{\rm ps}/u_{\rm ps}=2/r+p'$,

$$\frac{u''_{\rm ps}}{u_{\rm ps}}=\Big(\frac2r+p'\Big)^2-\frac{2}{r^2}+p''=\frac{2}{r^2}+\frac{4p'}{r}+p'^2+p'' .$$

Setting this equal to $2(1/r^2+V_{\rm ps}-\varepsilon_v)$, the centrifugal terms cancel:

$$V_{\rm ps}=\varepsilon_v+\frac{2p'}{r}+\frac{p'^2+p''}{2}\qquad(r<r_c). \tag{10}$$

It is finite at the origin because $p'$ begins with a term linear in $r$. Outside $r_c$, $V_{\rm ps}=V$. Being nodeless, $u_{\rm ps}$ is the lowest p state of this potential, with energy $\varepsilon_v$ by construction. With $r_c=2.549$ bohr, numerical diagonalization gives $-0.0705$ hartree instead of $-0.0706$; the small difference is an error of the grid.

The pseudo-orbital thus has the reference energy, outer density and norm. Its inner part is another matter:

$$\langle r^{-3}\rangle_{\rm ps}=0.0884\ \text{bohr}^{-3},\qquad\frac{3.445}{0.0884}=39 .$$

With the same operator $\xi$, the splitting is 4.8 cm$^{-1}$ instead of 870 cm$^{-1}$, smaller by a factor of 180. The loss exceeds the factor 39 because of the screening function $S$. The ratio $\zeta/\langle r^{-3}\rangle$ is proportional to the average of $S$ weighted with $u^2/r^3$. It is $7.67\times10^{-4}$ for the reference and $1.66\times10^{-4}$ for the pseudo-orbital, in hartree bohr$^3$. The pseudo-orbital sees an effective charge smaller by a further factor of 4.6, and $39\times4.6\approx180$.

This rules out the bare operator (7) for such an orbital. It does not rule out nodeless pseudopotentials with a separate spin-orbit potential adjusted to them, which is a different operator.

Now orthogonalize to the core and normalize:

$$\tilde u=\frac{(1-P)u_{\rm ps}}{\|(1-P)u_{\rm ps}\|} .$$

By part (e) this function must have at least two sign changes, and it has two. Its $\langle r^{-3}\rangle$ rises to 2.540 bohr$^{-3}$, which is 74 % of the reference, and the splitting to 638 cm$^{-1}$. At this matching radius, orthogonality restores the nodes and most of the inner density, but a deficit of about a quarter remains. The size of the deficit depends on $r_c$.

The reason lies in what the projection can do. If $u_{\rm ps}$ were the true orbital $u$ plus core orbitals, as in the Phillips-Kleinman case, then $(1-P)u_{\rm ps}=u$ and the repair would be complete. The Kerker orbital is not of this form; it also contains other functions from the complement of the core, which the projection leaves in place.

The Ga results separate the two requirements. The orthogonalized Kerker orbital has the right number of nodes and a splitting 27 % too small. The model-core orbital has the same number of nodes, but it was also determined by a potential close to the true one throughout the core, and its splitting is within about 1 % of the all-electron reference.

## Table of computed values

```
Ga: Z = 31, core electrons = 28, valence = 3
grid: 139 interior points, outer radius 40 bohr
total energy = -1919.0859 hartree
virial ratio -E/T = 1.0000000
reference energy 2p = -40.03094 hartree
reference energy 3p = -3.53208 hartree
reference energy 4p = -0.07062 hartree
reference 4p nodes = 0.2362, 0.8765 bohr
<dV/dr> for 4p = 6.88982 hartree/bohr
share of <r^-3> inside outermost node = 98.20 %
shift threshold eps_v-eps_c: 2p 39.9603, 3p 3.4615 hartree
model potential: alpha = 0.3 bohr^-2, A = 0.02265
model potential: alpha = 0.9 bohr^-2, A = 0.93418
model potential: alpha = 2.7 bohr^-2, A = 1.61214
model potential: alpha = 8.1 bohr^-2, A = 2.21470
model potential: alpha = 24.3 bohr^-2, A = 1.33872
model potential: alpha = 72.9 bohr^-2, A = 0.90686
model potential: alpha = 218.7 bohr^-2, A = 1.57844
model potential: alpha = 656.1 bohr^-2, A = -0.67852
model potential: alpha = 1968.3 bohr^-2, A = 1.40417
sum of A = 9.33333
largest fit error of r*V = 0.4908 hartree bohr
Huzinaga-Cantu 4p energy = -0.06886 hartree
Huzinaga-Cantu 4p nodes = 0.2362, 0.8763 bohr
multipliers: |2p| 4.003e-04, |3p| 5.369e-04 hartree
flipped core levels = 3.5289, 40.0248 hartree
shift factor 2: B(2p) = 80.062, B(3p) = 7.064 hartree
  leak: |2p| 9.97e-06, |3p| 1.49e-04
  energy error = -8.40e-08 hartree, zeta = 572.62 cm^-1
shift factor 20: B(2p) = 800.619, B(3p) = 70.642 hartree
  leak: |2p| 5.26e-07, |3p| 7.99e-06
  energy error = -4.50e-09 hartree, zeta = 573.71 cm^-1
Kerker matching radius = 2.5487 bohr
Kerker 4p energy = -0.07054 hartree
reference: nodes = 2, <r^-3> = 3.4449 bohr^-3
  zeta = 2.6415e-03 hartree, splitting = 869.6 cm^-1
Huzinaga-Cantu: nodes = 2, <r^-3> = 3.4095 bohr^-3
  zeta = 2.6143e-03 hartree, splitting = 860.7 cm^-1
Kerker: nodes = 0, <r^-3> = 0.0884 bohr^-3
  zeta = 1.4671e-05 hartree, splitting = 4.8 cm^-1
Kerker orthogonalized: nodes = 2, <r^-3> = 2.5397 bohr^-3
  zeta = 1.9387e-03 hartree, splitting = 638.3 cm^-1
```
